Barrier between two positively charged traps at zero and small field, part 1

(Sections cited here and not found follow in the second part.)

## The pair at zero field

Two traps lie 6 nm apart in a solid of relative permittivity 10. Each carries one positive elementary charge when it is empty. An electron halfway between them is 3 nm from either charge. In this medium the attraction of one elementary charge lowers the electron's energy by 0.1440 eV nm divided by the distance, so each trap contributes

0.1440 eV nm / 3 nm = 0.0480 eV,

and the two together lower the energy at the halfway point by 96.0 meV. Now let a uniform field of 5 MV/m, which is 0.005 V/nm, push the electron from the first trap toward the second. On the way from the first trap to the halfway point the field does the work

0.005 V/nm × 3 nm × (one elementary charge) = 15 meV.

Seen from the first trap, the halfway point has dropped by a further 15 meV, and twice the field would give twice the drop. These two numbers contain the main result: a lowering inversely proportional to the separation, and a shift proportional to the field with half the separation as lever arm.

Three things remain to be shown. The halfway point has to be the place that limits the passage from one trap to the other. The energy from which the electron starts has to be found, because the second trap acts on that energy too. And the field moves the highest point of the path away from the middle, so it must be shown why this leaves the linear shift intact, and up to what field.

Such pairs are a building block in models of conduction through the amorphous layer of a memory cell below its switching threshold, where electrons are taken to move by thermal excitation from trap to trap. The height of the barrier between neighbours then enters the rate of each move exponentially.

Let q be the elementary charge, a positive number, so that the electron has charge −q. Let ε = ε_r ε₀ be the permittivity of the medium, taken as uniform and constant. A charge +q at distance r produces the electrostatic potential q/(4πεr). Multiplying by the electron's charge −q gives the electron's potential energy

−K/r, with K = q²/(4πε).

The sign is negative because the force is attractive. For ε_r = 10 the constant is K = 0.1440 eV nm, the value used above.

Far from all traps and without a field, an electron at rest at the bottom of the conduction band has a definite energy, which serves as the zero. Where the electrostatic potential varies slowly on the atomic scale, the bottom of the band follows the local potential energy. The function U(r) below is therefore the local band edge, measured from the band edge of the trap-free medium. This picture fails within roughly an atomic distance of a trap centre, where U would run to −∞. The barrier top lies far from both centres, and there the picture is reasonable.

One electron moves in the field of both positive cores. While it sits on trap 1, that trap is neutral as seen from outside, but the electron itself still feels the core of trap 1, since it exerts no force on itself. It also feels the core of trap 2, which is empty and hence positive. If trap 2 held an electron of its own it would be neutral, and the neighbour's contribution used here would be absent. The result thus concerns a pair with one electron and two positive cores. Other charges in the solid and screening by mobile carriers are left out. In a layer where other charged defects are about as close as the two traps are to each other, they can change the barrier by an amount of the same order as the field shift computed here: one positive charge 6 nm behind trap 1 lowers the level by 24 meV and the midpoint by 16 meV, which raises the barrier by 8 meV, and several or closer charges do more.

Put trap 1 at x = 0 and trap 2 at x = d. On the line between them, 0 < x < d, the distances to the two cores are x and d − x, and

U₀(x) = −K [1/x + 1/(d − x)].

The subscript marks zero field. Over a common denominator the bracket becomes

1/x + 1/(d − x) = [(d − x) + x] / [x(d − x)] = d / [x(d − x)].

Completing the square in the denominator gives

x(d − x) = d²/4 − (x − d/2)²,

as one checks by expanding the right side: d²/4 − x² + xd − d²/4 = xd − x². Hence

U₀(x) = −K d / [d²/4 − (x − d/2)²].

The denominator is positive between the traps and is largest at x = d/2. There the fraction is smallest, and with the minus sign in front U₀ is highest. The top of the axial profile is at the midpoint, and its value is

U₀(d/2) = −K d/(d²/4) = −4K/d.

The band edge at the top therefore lies below the band edge of the trap-free medium by

W = 4K/d = q²/(πεd).

The factor 4 is the product of two factors of 2: there are two cores, and each is at half the separation. In the second form it cancels the 4 of 4πε. To obtain W in electronvolts, one factor q is dropped. For d = 6 nm the result is 4 × 0.1440 eV nm/6 nm = 96.0 meV, and a direct numerical search for the maximum of the Coulomb sum gives the same value. At separations of 4, 8 and 12 nm the lowering is 144, 72 and 48 meV.

A maximum along a line does not yet settle the matter in three dimensions, because the electron might find a lower route off the axis. Consider the plane that cuts the axis at right angles in the midpoint. A point of this plane at distance ρ from the axis is equally far from both cores, at √(d²/4 + ρ²), so

U₀(midplane) = −2K / √(d²/4 + ρ²).

As ρ grows, the root grows, the fraction shrinks, and U₀ rises toward zero. The lowest energy in the midplane is therefore at ρ = 0, where it equals −2K/(d/2) = −W. Now every continuous path from trap 1 to trap 2 must cross this plane somewhere, and wherever it crosses, its energy is at least −W. The straight path along the axis never rises above −W. Hence −W is the lowest energy at which a classical passage between the traps is possible. The midpoint is a pass between two valleys: highest along the route, lowest across it.

The curvatures at the pass give this a quantitative form and will be needed when a field is applied. Along the axis the first derivative is

dU₀/dx = K [1/x² − 1/(d − x)²],

because the derivative of −1/x is 1/x², and that of −1/(d − x) is −1/(d − x)². A second differentiation gives

d²U₀/dx² = −2K [1/x³ + 1/(d − x)³].

At x = d/2 each term in the bracket is 8/d³, so the axial curvature is −2K × 16/d³ = −32K/d³. Across the axis the midplane expression is expanded for small ρ. Taking d/2 out of the root,

−2K/√(d²/4 + ρ²) = −(4K/d) (1 + 4ρ²/d²)^(−1/2) ≈ −(4K/d) (1 − 2ρ²/d²) = −4K/d + 8Kρ²/d³.

An energy 8Kρ²/d³ has second derivative 16K/d³, and this holds for both directions across the axis. The three curvatures add up to −32 + 16 + 16 = 0 in units of K/d³, as Laplace's equation demands in a region free of charge. For the example they are −21.3 meV/nm² along the axis and +10.7 meV/nm² across it. Finite differences of the Coulomb sum confirm both formulas.

So far the lowering refers to the band edge. The barrier that a trapped electron has to surmount is the difference between the top and the level on which the electron sits, and the neighbour shifts this level as well.

Let E_i be the energy needed to lift the electron from an isolated trap into the band. The level of an isolated trap is then −E_i. It includes the attraction of the trap's own core and whatever short-range forces act at the defect, so no particular binding mechanism needs to be assumed. The core of trap 2 adds the potential energy −K/|r − R|, where R is the position of trap 2 and |R| = d. To first order in this addition the level changes by its average over the density of the trapped electron, with the shape of the state held fixed.

Assume that this density is spherical about trap 1. Consider the part of it on a sphere of radius r, and let μ be the cosine of the angle between r and R. The square of the distance to trap 2 is r² + d² − 2rdμ, and on the sphere μ is uniformly distributed between −1 and 1. The average inverse distance is

½ ∫ dμ / √(r² + d² − 2rdμ), with μ from −1 to 1.

An antiderivative of the integrand is −√(r² + d² − 2rdμ)/(rd), which is verified by differentiation. At μ = 1 the root is |d − r| and at μ = −1 it is d + r. The average is therefore

[(d + r) − |d − r|] / (2rd).

For r < d the numerator is 2r, and the average is 1/d, whatever the value of r. For r > d the numerator is 2d, and the average is 1/r. A spherical cloud that lies wholly within the distance d thus has the same energy in the field of trap 2 as a point electron at the centre of trap 1, namely −K/d.

A real state has a tail beyond r = d. There the average is 1/r instead of 1/d, so the mean inverse distance falls short of 1/d by the integral of (1/d − 1/r) over the tail. Take the density exp(−2r/a)/(πa³) with radius a as a test. Multiplied by 4πr², it gives the radial weight (4r²/a³) exp(−2r/a), and the shortfall is

(4/(a³d)) ∫ r(r − d) exp(−2r/a) dr, with r from d to ∞.

With r = d + t the integral becomes exp(−2d/a) times the integral of (td + t²) exp(−2t/a) over t from 0 to ∞. The two standard integrals are (a/2)² for the factor t and 2(a/2)³ for the factor t². Their sum, with the weight d on the first, is a²d/4 + a³/4. Multiplication by 4/(a³d) gives

shortfall = (1/d) (1 + d/a) exp(−2d/a).

For a = 0.5 nm and d = 6 nm the ratio d/a is 12, and the shortfall relative to 1/d is 13 exp(−24), which is below 10⁻⁹. The point-charge value is then safe. A numerical integration over this density gives a level shift of −24.0 meV, in agreement with −K/d.

Since W = 4K/d, the level shift is −W/4. The level of trap 1 in the presence of its neighbour is −E_i − W/4, and the zero-field barrier is

Φ₀ = −W − (−E_i − W/4) = E_i − 3W/4.

The band edge at the pass is lowered by W, but the barrier is reduced by three quarters of W, because the level from which the electron starts sinks by the remaining quarter. With E_i = 0.40 eV the example gives 400 − 0.75 × 96.0 = 328.0 meV.

The same level shift makes it harder to leave the pair altogether. An electron that goes far away from both cores ends at energy zero and needs E_i + W/4, or 424 meV in the example. In classical terms, passing to the neighbour costs W less than leaving the pair; the zero-point energy of the electron's motion across the axis at the pass, which for the free-electron mass is 28.5 meV in the harmonic estimate from the curvature 16K/d³ and about 23 meV in the full midplane potential, is left out of this count and out of Φ₀; it is larger for a lighter mass. This is the sense in which a close positive neighbour opens an easier route.

The formula has limits at both ends. For large d the lowering vanishes as 1/d and the barrier returns to E_i. Long before that, other traps or screening may matter more than the chosen neighbour. For small d the expression E_i − 3K/d would reach zero at d = 3K/E_i, which is 1.08 nm in the example. That is about twice the radius of the state, where the electron cloud reaches the neighbour and neither a compact density nor a fixed shape is a fair description. The formula loses its meaning before it vanishes, as soon as a sizeable part of the cloud extends as far as the pass, and its zero predicts nothing about such a pair.

Two further effects have been set aside. The neighbour pulls the cloud slightly toward itself. For a ground state this second-order change lowers the level, so it raises the barrier above E_i − 3W/4. Tunnelling couples the two equal wells, and a level belongs to one trap only if the electron stays there long enough to be called trapped. Both effects return when a field is applied, since they bear on the linear shift itself.

At zero field the midpoint is the pass between the traps, with the band edge lowered there by W = 4K/d, and the barrier from the trap level is E_i − 3W/4. It remains to show that a field shifts this barrier linearly with lever arm d/2, although the top moves, and up to what field this holds.
